# Parameter-Free Hartree Equation and Density Scaling of a Single Inversion Subband, part 2

A layer of $N$ electrons per area occupies the lowest subband in $z>0$, against an impenetrable wall at $z=0$. The normal mass $m$ and permittivity $\varepsilon$ are constant, and $e>0$ is the elementary charge. Each electron feels only the mean electrostatic potential energy $V(z)$ (the Hartree model), without exchange, correlation or image charge. There is at first no depletion charge, so $V$ levels off at a plateau $V(\infty)$. Energies are measured from the band edge at the wall.

The normalized envelope is $\psi(z)=L^{-1/2}u(x)$, with $x=z/L$ and $V=E_Lv$. The level is $E_0$ and the mean distance from the wall is $\bar z$:

$$L^3=\frac{\hbar^2\varepsilon}{2me^2N},\quad E_L=\frac{\hbar^2}{2mL^2}=\frac{e^2NL}{\varepsilon},\quad E_0=\lambda E_L,\quad \bar z=\bar xL .$$

The scaled equation $-u''+vu=\lambda u$, with $v(x)=\int_0^\infty\min(x,x')u^2(x')dx'$, has one nodeless solution: $\lambda=1.9953$, $\bar x=2.2543$ and $\kappa^2=\bar x-\lambda=0.2590$. The plateau lies $\kappa^2E_L$ above $E_0$. At fixed $m$ and $\varepsilon$,

$$\bar z\propto N^{-1/3},\qquad E_0\propto N^{2/3}. \tag{13}$$

Direct solutions on a grid in nanometres, for $N=2,5,10$ and $20\times10^{11}\ \mathrm{cm^{-2}}$, confirm these powers. They put every electron into the lowest subband by assumption.

With $w=\lambda-v$, the slope at the wall obeys

$$u'(0)^2=\tfrac12w'(0)^2=\tfrac12,\qquad \psi'(0)^2=\frac{1}{2L^3}. \tag{14}$$

Let $T=\int u'^2dx$ and $D=\int vu^2dx=\iint\min(x,x')u^2(x)u^2(x')\,dx\,dx'$. The energy per electron, in units of $E_L$ and without motion parallel to the wall, is $\mathcal E=T+D/2$. A norm-preserving stretch of $u$ gives

$$2T-\tfrac12D=0\quad\Longrightarrow\quad D=4T,\quad \lambda=T+D=5T,\quad \mathcal E=3T=\tfrac35\lambda. \tag{15}$$

For comparison, an electron in a fixed uniform field $F$, with potential energy $eFz$, has lengths that vary as $F^{-1/3}$ and energies as $F^{2/3}$.

**Limit.** Add an infinitesimal density at the subband bottom. The energy per area is $N\mathcal EE_L\propto N^{5/3}$, so its derivative is $\tfrac53\mathcal EE_L=\lambda E_L=E_0$. The subband energy is the cost of one more electron, as it must be in this mean-field model.

### A simple upper bound

For a normalized trial function $f$ with $f(0)=0$, the variational principle in the fixed potential $v$ gives $T[f]+\int vf^2dx\ge\lambda$. Define $g_f(y)=\int_y^\infty f^2dx$, and likewise $g_u$. Since $\min(x,x')$ is the length of the interval of $y$ below both points, $D[f]=\int g_f^2dy$ and $\int vf^2dx=\int g_fg_udy$. From $\tfrac12\int(g_f-g_u)^2dy\ge0$ follows

$$\tfrac12D[f]\ge\int vf^2dx-\tfrac12D[u],\qquad
\mathcal E[f]\ge\lambda-\tfrac12D[u]=\mathcal E[u].$$

Take $f=(b^3/2)^{1/2}xe^{-bx/2}$. The kinetic integral is

$$T=\frac{b^3}{2}\int_0^\infty\left(1-bx+\frac{b^2x^2}{4}\right)e^{-bx}dx
=\frac{b^3}{2}\left(\frac1b-\frac1b+\frac1{2b}\right)=\frac{b^2}{4}.$$

With $y=bx$, $g_f=e^{-y}(1+y+y^2/2)$. Squaring and integrating term by term gives

$$D=\frac1b\left(\frac12+\frac12+\frac12+\frac38+\frac3{16}\right)=\frac{33}{16b}.$$

Minimizing $b^2/4+33/(32b)$ yields $b^3=33/16$, $b=1.2729$, and $\mathcal E=3b^2/4$. By (15), $\tfrac53\mathcal E=5b^2/4=2.0254$ is an upper bound on $\lambda$. It lies 1.5% above $\lambda$, relative to $\lambda$.

### Restoring depletion charge

Now let ionized acceptors contribute a charge $-eN_d$ per area, spread so deep that their field is uniform across the electron layer. The potential gains $e^2N_dz/\varepsilon$. In the units above,

$$v(x)=rx+\int_0^\infty\min(x,x')u^2(x')dx',\qquad r=\frac{N_d}{N}. \tag{16}$$

The reduced problem has one parameter, and $E_0=\lambda(r)E_L$. At fixed $r$ the power $2/3$ remains; at fixed $N_d$ it need not. For $N$ rising from $5\times10^{11}$ to $10^{12}\ \mathrm{cm^{-2}}$, the computed exponent is 0.66666 at fixed $r=0.2$, but 0.568 at fixed $N_d=10^{11}\ \mathrm{cm^{-2}}$. In the second case $r$ falls from 0.2 to 0.1, and the missing 0.099 in the exponent means $\lambda(0.1)/\lambda(0.2)=2^{-0.099}=0.93$.

**Limit.** For $r\gg1$ the linear term sets a length of order $r^{-1/3}$ and an energy of order $r^{2/3}$. The electron term is at most $\bar x\sim r^{-1/3}$, smaller by a factor of order $1/r$. The fixed-field case returns, with $F=eN_d/\varepsilon$ and an energy independent of $N$.

### A cryogenic silicon channel

Consider an undoped silicon channel on a (100) surface, with rough values: normal mass $0.9m_0$, in-plane mass $m_t=0.2m_0$, two occupied valleys and relative permittivity 12. Take $N=5\times10^{11}\ \mathrm{cm^{-2}}=0.005\ \mathrm{nm^{-2}}$ and a temperature of 1 K. With $\hbar^2/2m=0.042333\ \mathrm{eV\,nm^2}$ and $e^2/\varepsilon=1.50793\ \mathrm{eV\,nm}$,

$$L=\left(\frac{0.042333}{1.50793\times0.005}\right)^{1/3}\mathrm{nm}=1.777\ \mathrm{nm},$$

$$E_L=\frac{0.042333\ \mathrm{eV}}{1.777^2}=13.40\ \mathrm{meV}.$$

Hence $E_0=1.9953\times13.40=26.74$ meV and $\bar z=2.2543\times1.777=4.01$ nm. The grid solution gives 26.738 meV and 4.007 nm. The plateau is at $V(\infty)=30.21$ meV, only $\kappa^2E_L=3.47$ meV above the level.

How many levels does the well hold? As the trial energy rises, the solution that starts from zero at the wall gains one node for each bound level passed. At the plateau energy it has one node, and diagonalization also finds one bound level. The scaled well is universal, so this count holds at every density in the model. The other four valleys have normal mass $0.2m_0$, and both methods find no bound level for them. The next available states therefore start at the plateau.

For two spins and $g_v$ valleys, a filled circle of radius $k_F$ contains $N=g_vk_F^2/(2\pi)$ electrons. The Fermi energy above $E_0$ is

$$E_F=\frac{\hbar^2k_F^2}{2m_t}=\frac{\pi\hbar^2N}{g_vm_t}=2.99\ \mathrm{meV}.$$

It grows as $N$, not as $N^{2/3}$. At zero temperature a single subband requires $E_F<\kappa^2E_L$. The ratio of the two sides grows as $N^{1/3}$, so the largest density is

$$N_{\max}=5\times10^{11}\left(\frac{3.471}{2.992}\right)^3\mathrm{cm^{-2}}=7.8\times10^{11}\ \mathrm{cm^{-2}} .$$

The two densest grid runs exceed this limit. They test the one-subband equation, but are not the lowest-energy occupation for these silicon parameters.

### Sizes of the neglected effects

**Exchange.** An electron avoids others of the same spin and valley. At the subband bottom, first-order exchange is a sum over occupied wave vectors of the screened-by-$\varepsilon$ Coulomb interaction $e^2e^{-k|z-z'|}/(2\varepsilon k)$:

$$\Sigma=-\frac{e^2}{4\pi\varepsilon}\int_0^{k_F}dk\iint\psi^2(z)\psi^2(z')e^{-k|z-z'|}dz\,dz'=-13.15\ \mathrm{meV}.$$

This is nearly four times the gap. For a thin layer $\Sigma\propto k_F\propto N^{1/2}$, so $|\Sigma|/E_L\propto N^{-1/6}$. Lower density relaxes the occupation limit but weakens the case for mean field.

**Image potential.** The oxide, with relative permittivity 3.9, repels an electron through an image of equal sign:

$$V_{\rm im}=\frac{e^2}{16\pi\varepsilon z}\,\frac{12-3.9}{12+3.9}.$$

Its mean is 5.34 meV, again above the gap and opposite in sign to exchange. The exchange estimate omits the oxide, and neither term was fed back into the density. The 3.47 meV gap and $N_{\max}$ are properties of the Hartree model, not predictions of measured values.

**Residual depletion charge.** Only $10^{10}\ \mathrm{cm^{-2}}$, or $r=0.02$, raises $E_0$ by 0.405 meV. With the electron density frozen the shift would be $1.50793\times10^{-4}\times4.007\ \mathrm{eV}=0.604$ meV; the change of the electrons' own potential supplies most of the difference. The added linear potential also makes higher levels discrete. In the main valleys the next one lies 5.37 meV above $E_0$, compared with the former 3.47 meV to the plateau. The weakly bound edge is much more sensitive than $E_0$.

**Oxide penetration.** Take a flat barrier $V_b=3$ eV and oxide mass $m_{\rm ox}=0.5m_0$. In the oxide the wave decays at the rate $k_{\rm ox}=[2m_{\rm ox}(V_b-E_0)]^{1/2}/\hbar$. Continuity of $\psi$ and $\psi'/m$ gives $\psi(0)=d\,\psi'(0)$ on the silicon side, with $d=m_{\rm ox}/(mk_{\rm ox})=0.089$ nm. Let $\chi$ be the new state and $\psi$ the hard-wall state in the same potential. Multiply each equation by the other function, subtract and integrate:

$$\Delta E\int\psi\chi\,dz=-\frac{\hbar^2}{2m}\chi(0)\psi'(0).$$

To first order in $d/L$, $\chi(0)=d\,\psi'(0)$ and the overlap is one. Equation (14) then gives $\Delta E=-E_Ld/(2L)=-0.335$ meV. Diagonalization with the barrier in the same potential gives $-0.342$ meV on the 0.03 nm grid; removing the grid error moves this by about 0.001 meV, to $-0.343$ meV.

Both values hold the potential fixed. If it follows the electrons, the whole layer moves towards the wall by $d$, to first order: $\psi(z+d)$ meets the new boundary condition, and its potential is $V(z+d)-V(d)$. The level then falls by $V(d)\simeq e^2Nd/\varepsilon=E_Ld/L=0.67$ meV, twice as much, while the gap to the plateau is unchanged to this order.

**Temperature.** At 1 K, $k_BT=0.086$ meV, while the plateau lies $3.471-2.992=0.479$ meV above the Fermi level. With the Fermi level held there, a Boltzmann estimate for all six bulk valleys is

$$n=12\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2}e^{-0.479\,\mathrm{meV}/k_BT},\qquad m_d=(0.9\times0.2^2)^{1/3}m_0 .$$

If the potential stayed flat, 1 µm of silicon would hold $2\times10^9\ \mathrm{cm^{-2}}$, or 0.4% of $N$, and the number would grow with thickness. But escaped electrons leave a field behind them that holds them back. In a thick bulk their potential energy obeys $V''=-(e^2n/\varepsilon)e^{-V/k_BT}$, with $V=0$ at the edge of the layer and $V'\to0$ far away. Multiplying by $V'$ and integrating gives $V'(0)^2=2e^2nk_BT/\varepsilon$ at that edge. The escaped charge per area is therefore limited to $\varepsilon V'(0)/e^2=(2\varepsilon nk_BT)^{1/2}/e$ electrons, about $1.6\times10^8\ \mathrm{cm^{-2}}$ or 0.03% of $N$, whatever the thickness. This classical estimate fixes only the order of magnitude: its length $(2\varepsilon k_BT/e^2n)^{1/2}\approx73$ nm is shorter than the thermal wavelength $(2\pi\hbar^2/m_dk_BT)^{1/2}\approx130$ nm, so the escaped electrons really occupy discrete levels of their own weak field. At 300 K, $k_BT=25.9$ meV and the flat-potential estimate for 1 µm gives $3\times10^{15}\ \mathrm{cm^{-2}}$, thousands of times $N$. That cannot be an actual population at fixed total charge. Even the self-limited form gives about $3\times10^{12}\ \mathrm{cm^{-2}}$, six times $N$, so the one-subband assumption has failed.

**Fields.** The surface field $eN/\varepsilon$ is 0.075 MV/cm. Without interface charge, continuity of $\varepsilon F$ gives $0.0754\times12/3.9=0.23$ MV/cm in the oxide, well below a rough breakdown scale of 10 MV/cm.

### Beside a real device

The masses, valley number and permittivities are close to those commonly used for (100) silicon with a silicon dioxide gate insulator, and the density is ordinary for a cryogenic channel. The residual charge of $10^{10}\ \mathrm{cm^{-2}}$ is a low value chosen for undoped material; doped transistors can have ten or more times as much. Real devices also break the mean-field and uniform-permittivity assumptions, which here involve first-order energies of 13 and 5 meV against $E_0=27$ meV. The exponents in (13) may guide a comparison of densities when one subband holds nearly all electrons, $N_d/N$ is zero or fixed, and these corrections are small or treated separately. A room-temperature transistor does not meet the first condition at the density used here. The remaining digits and grid values are in the numerical output.

## Computed values

```
UNIVERSAL NUMBERS (dimensionless)
eigenvalue lambda = 1.995317
mean position xbar = 2.254345
decay constant kappa = 0.508948
binding kappa^2 = 0.259028
kinetic mean T = 0.399063
potential mean <v> = 1.596253
wall slope squared u'(0)^2 = 0.500000
trial function b = 1.2729
trial function lambda = 2.025378
trial excess = 1.507 %
SELF-CONSISTENT GRID RUNS
N=2e+11 cm^-2: E0=14.516 meV, zbar=5.4380 nm
N=5e+11 cm^-2: E0=26.738 meV, zbar=4.0068 nm
N=1e+12 cm^-2: E0=42.444 meV, zbar=3.1802 nm
N=2e+12 cm^-2: E0=67.376 meV, zbar=2.5241 nm
fitted energy exponent = 0.66666
fitted length exponent = -0.33334
energy exponent, fixed depletion 1e11 cm^-2 = 0.5681
energy exponent, fixed depletion ratio 0.2 = 0.66666
EXAMPLE INPUTS
normal mass = 0.9 m0, in-plane mass = 0.2 m0
valleys = 2, relative permittivity = 12.0
N = 5.0e+11 cm^-2
EXAMPLE RESULTS
hbar^2/(2m) = 0.042333 eV nm^2
e^2/eps = 1.50793 eV nm
length unit L = 1.7774 nm
energy unit E_L = 13.401 meV
E0 = 26.739 meV
mean distance zbar = 4.007 nm
amplitude decay length L/kappa = 3.492 nm
plateau V(inf) = 30.210 meV
gap V(inf)-E0 = 3.471 meV
Fermi energy above E0 = 2.992 meV
largest one-subband N = 7.805e+11 cm^-2
bound levels: main valleys 1, others 0
NEGLECTED EFFECTS
exchange at subband bottom = -13.15 meV
oxide relative permittivity = 3.9
image shift, first order = 5.34 meV
residual depletion charge = 1e+10 cm^-2
E0 shift from it = 0.405 meV
E1-E0 with it = 5.368 meV
oxide barrier = 3.0 eV, oxide mass = 0.5 m0
penetration shift, formula = -0.335 meV
penetration shift, grid = -0.342 meV
kT at 1 K = 0.0862 meV, at 300 K = 25.85 meV
escaped into 1 um at 1 K = 2.1e+09 cm^-2
same estimate at 300 K = 2.8e+15 cm^-2
surface field in semiconductor = 0.0754 MV/cm
oxide field = 0.232 MV/cm
```
